# How parallel momentum shortens the vacuum tail of a MoS2 state

## Problem

A monolayer of MoS2 lies in the \(xy\) plane, and the region above it is vacuum with a flat potential. An electron in the layer has an energy \(\phi=4\) eV below the vacuum level. The lattice constant is taken as \(a=3.16\) Å, a rough typical value.

(a) Find the decay constant \(\kappa\) of the wavefunction amplitude, \(\psi\propto e^{-\kappa z}\) far from the layer, for a state at the zone centre that contains a laterally uniform part, and for a state at the zone corner K. Both states lie 4 eV below vacuum.

(b) The layer faces a metal across a vacuum gap \(d=1.5\) Å. Compare the tunnelling of the two states through the gap, with parallel momentum conserved.

The barrier \(\phi\) is measured from the energy of the state itself to the vacuum level. It is not the Schottky barrier, which is measured from the metal's Fermi level to a band edge.

## A tempting solution

The barrier is 4 eV high for both states, so one writes the Schrödinger equation along \(z\), with energies counted from the vacuum level:

\[
-\frac{\hbar^2}{2m}\frac{d^2\psi}{dz^2}=-\phi\,\psi ,
\qquad
\kappa=\frac{\sqrt{2m\phi}}{\hbar}.
\]

With \(C=\hbar^2/2m=3.8100\) eV Å\(^2\) for the free-electron mass \(m\),

\[
\kappa=\sqrt{\frac{4.0}{3.8100}}\ \text{Å}^{-1}=\sqrt{1.0499}\ \text{Å}^{-1}=1.0246\ \text{Å}^{-1}.
\]

Nothing here depends on the position of the state in the Brillouin zone. The two decay constants would be equal, and the gap would attenuate both states alike.

## Where it fails

The kinetic energy operator contains three second derivatives, and the argument kept one. Dropping \(\partial_x^2+\partial_y^2\) is allowed if the tail is uniform along the layer. A state at K cannot have a uniform tail: its phase must change from cell to cell as its Bloch wavevector requires. That lateral variation costs kinetic energy, and the total energy is fixed. The missing terms therefore alter the equation along \(z\).

## Right solution

### The tail as a sum of independent waves

Let \(\mathbf r=(x,y)\). Bloch's theorem says that \(\psi=e^{i\mathbf k\cdot\mathbf r}u(\mathbf r,z)\), where \(u\) has the lateral period of the lattice. Expanding \(u\) in a Fourier series over the reciprocal lattice vectors \(\mathbf G\) gives

\[
\psi(\mathbf r,z)=\sum_{\mathbf G}c_{\mathbf G}(z)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
\]

In the vacuum the potential is zero and the energy is \(-\phi\). Each lateral plane wave gives \(-|\mathbf k+\mathbf G|^2\) under \(\partial_x^2+\partial_y^2\), so

\[
\sum_{\mathbf G}\Big[-C\,c_{\mathbf G}''+C|\mathbf k+\mathbf G|^2c_{\mathbf G}+\phi\,c_{\mathbf G}\Big]e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}=0 .
\]

The plane waves are orthogonal over a unit cell, so each bracket vanishes separately:

\[
c_{\mathbf G}''=\kappa_{\mathbf G}^2\,c_{\mathbf G},
\qquad
\kappa_{\mathbf G}^2=\frac{\phi}{C}+|\mathbf k+\mathbf G|^2 .
\]

The solutions are \(e^{\pm\kappa_{\mathbf G}z}\). A bound state above the layer keeps the decaying one. Far away the wave with the smallest \(\kappa_{\mathbf G}\) survives, so

\[
\boxed{\;\kappa=\sqrt{\frac{2m\phi}{\hbar^2}+q^2}\;}
\]

where \(q\) is the shortest parallel wavevector present in the state.

The sign of \(q^2\) can be read from the energy balance. The total energy \(-\phi\) is the sum of a parallel part \(+Cq^2\) and a perpendicular part, so the perpendicular part is \(-\phi-Cq^2\). Parallel motion does not help the electron over the barrier. It uses up energy, and for the motion along \(z\) the barrier is effectively \(\phi+Cq^2\).

### The length of K

Take the lattice vectors \(\mathbf a_1=a(1,0)\) and \(\mathbf a_2=a(-\tfrac12,\tfrac{\sqrt3}{2})\). The conditions \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\) are met by

\[
\mathbf b_1=\frac{2\pi}{a}\Big(1,\frac1{\sqrt3}\Big),\qquad
\mathbf b_2=\frac{2\pi}{a}\Big(0,\frac2{\sqrt3}\Big).
\]

Both have the squared length \(B^2=16\pi^2/3a^2\), and \(\mathbf b_1\cdot\mathbf b_2=8\pi^2/3a^2=B^2/2\).

A corner of the Brillouin zone is equidistant from three neighbouring reciprocal lattice points, here \(0\), \(\mathbf b_1\) and \(\mathbf b_2\). From \(|\mathbf K|^2=|\mathbf K-\mathbf b_i|^2\) follows \(\mathbf K\cdot\mathbf b_i=B^2/2\). For \(i=2\),

\[
\frac{4\pi}{\sqrt3\,a}K_y=\frac{8\pi^2}{3a^2}
\quad\Rightarrow\quad K_y=\frac{2\pi}{\sqrt3\,a}.
\]

For \(i=1\),

\[
\frac{2\pi}{a}\Big(K_x+\frac{K_y}{\sqrt3}\Big)=\frac{8\pi^2}{3a^2}
\quad\Rightarrow\quad
K_x=\frac{4\pi}{3a}-\frac{2\pi}{3a}=\frac{2\pi}{3a}.
\]

Hence

\[
|\mathbf K|^2=\frac{4\pi^2}{a^2}\Big(\frac19+\frac13\Big)=\frac{16\pi^2}{9a^2},
\qquad |\mathbf K|=\frac{4\pi}{3a}.
\]

### Can a reciprocal lattice vector shorten it?

The tail contains all the wavevectors \(\mathbf K+\mathbf G\), so a shorter one among them would spoil the result. Put \(\mathbf G=n_1\mathbf b_1+n_2\mathbf b_2\) with integers \(n_1,n_2\). The scalar products above give

\[
|\mathbf K+\mathbf G|^2=|\mathbf K|^2+B^2N,\qquad
N=n_1^2+n_2^2+n_1n_2+n_1+n_2 .
\]

Completing squares,

\[
2N=(n_1+n_2)^2+(n_1+1)^2+(n_2+1)^2-2 .
\]

The integer \(N\) is therefore at least \(-1\). The value \(-1\) would need all three squares to vanish, but \(n_1=n_2=-1\) makes the first one equal to 4. So \(N\ge0\), and no wavevector is shorter than \(|\mathbf K|\).

For \(N=0\) the squares must add to 2, so two of them equal 1 and the third is 0. Going through the three choices leaves \((n_1,n_2)=(0,0)\), \((-1,0)\) and \((0,-1)\). Three waves share the minimum length. The next value, \(N=1\), occurs for \((-1,-1)\). Since \(B^2=3|\mathbf K|^2\), its length is \(\sqrt{1+3}\,|\mathbf K|=2|\mathbf K|\).

### Does symmetry remove the three shortest waves?

A rotation by \(120^\circ\) about a symmetry axis of the layer permutes these waves cyclically, \(w_0\to w_1\to w_2\to w_0\), with the origin on that axis. The combination

\[
\chi_p=\sum_{j=0}^{2}e^{-2\pi i pj/3}\,w_j,\qquad p=0,1,2,
\]

is multiplied by \(e^{2\pi i p/3}\) under the rotation. All three possible rotation eigenvalues occur, so a state with any of them may contain the shortest waves.

A vertical mirror could impose a further condition if it left K in place. The vertical mirrors of the MoS2 layer contain the projected Mo–S bonds, at \(30^\circ\), \(90^\circ\) and \(150^\circ\) to \(\mathbf a_1\). The K found above lies at \(60^\circ\), and these mirrors carry it to inequivalent corners, so they impose no such condition. The horizontal mirror relates the tails above and below the layer and does not forbid either. Symmetry thus permits the slow tail, though it does not fix its amplitude.

### Numbers for part (a)

At the zone centre \(\mathbf k=0\), and the uniform part has \(q=0\). There the tempting formula is correct:

\[
\kappa_0=1.0246\ \text{Å}^{-1}=10.25\ \text{nm}^{-1}.
\]

At the corner,

\[
|\mathbf K|=\frac{4\pi}{3(3.16\ \text{Å})}=1.3256\ \text{Å}^{-1},\qquad
|\mathbf K|^2=1.7571\ \text{Å}^{-2},
\]

\[
\kappa_K=\sqrt{1.0499+1.7571}\ \text{Å}^{-1}=1.6754\ \text{Å}^{-1}=16.75\ \text{nm}^{-1}.
\]

The decay constant rises from about 1.02 to about 1.68 per Å. The parallel kinetic energy is \(C|\mathbf K|^2=6.69\) eV, more than the original barrier, and the perpendicular motion meets an effective barrier of 10.69 eV.

The last digit of 1.68 rests on the lattice constant. The result rounds to 1.68 for \(a\) between 3.1314 and 3.1612 Å, and the chosen value is near the upper end. If \(a\) is uncertain by 0.05 Å either way, the safe statement is 1.7 per Å.

### A check on a corrugated layer

The decay law can be tested on a layer whose states are computed without assuming it. Take three planes of Gaussian wells at \(z=0\) and \(\pm1.6\) Å, with the lateral period and symmetry of MoS2, a Gaussian width of 0.6 Å, and outer wells 0.6 times as deep as the central ones. For each state the overall well strength is adjusted to put its energy 4 eV below vacuum. The energy is held fixed in the comparison, and the strength is not. This is a model potential, not a band calculation for MoS2.

The decay constant is half the rate at which the logarithm of the computed density falls with height. It is \(1.0247\) Å\(^{-1}\) for the symmetric zone-centre state. Four different corner states each give \(1.6754\) Å\(^{-1}\). These agree with the formula and show that at least one of the three shortest waves is present in each corner state. In a state with a definite rotation eigenvalue, the rotation carries each of these waves into the next, so all three are then present with equal weight.

## A zone-centre state with a fast tail

The zone centre does not guarantee slow decay. Some states there have a symmetry that makes their average over the unit cell vanish at every height. Their \(q=0\) part is then absent, and the shortest wavevector that can remain has the length \(|\mathbf G|=B=\sqrt3\,|\mathbf K|=2.2959\) Å\(^{-1}\). For a state that contains it, the formula gives

\[
\kappa=\sqrt{1.0499+(2.2959)^2}\ \text{Å}^{-1}=2.514\ \text{Å}^{-1},
\]

which is faster than at K. A state of this kind in the model layer has the decay constant 2.514 Å\(^{-1}\). What matters is the shortest wavevector actually present in the state, and the label of the \(\mathbf k\) point gives a lower bound on it.

## How the effect depends on the barrier

From \(\kappa_K^2-\kappa_0^2=|\mathbf K|^2\), dividing by the sum of the two constants,

\[
\kappa_K-\kappa_0=\frac{|\mathbf K|^2}{\kappa_K+\kappa_0}.
\]

For a very high barrier, \(\phi\gg C|\mathbf K|^2\), the difference tends to \(|\mathbf K|^2/2\kappa_0\) and becomes small. For a vanishing barrier \(\kappa_0\to0\) while \(\kappa_K\to|\mathbf K|\): the corner state still decays, because its parallel motion takes all the energy available and more. Lowering the barrier slows both decays but widens the difference between them.

## Part (b): tunnelling through the gap

The density at distance \(d\) carries the factor \(e^{-2\kappa d}\). The exponential part of the transmission at K, relative to that at \(q=0\), is

\[
P=e^{-2(\kappa_K-\kappa_0)d}=e^{-2(0.6508)(1.5)}=e^{-1.952}=0.142 .
\]

The exponential factor of the corner state is about seven times smaller. The same gap with other flat barriers gives:

| \(\phi\) (eV) | \(\kappa_0\) (Å\(^{-1}\)) | \(\kappa_K\) (Å\(^{-1}\)) | \(P\) |
|---|---|---|---|
| 4 | 1.025 | 1.675 | 0.142 |
| 2 | 0.725 | 1.511 | 0.095 |
| 1 | 0.512 | 1.421 | 0.065 |

### What the exponential leaves out

A full transmission also depends on how the waves match at the two surfaces. As a simple case, let both sides of the gap be free-electron conductors whose potential floor lies \(D=12\) eV below the electron's energy. The perpendicular wavevector in them is \(k=\sqrt{D/C-q^2}\), which is real at K because \(D\) exceeds 6.69 eV.

Let the transmitted wave have unit amplitude at \(z=d\), so that \(\psi(d)=1\) and \(\psi'(d)=ik\). The solution inside the barrier with these values is

\[
\psi(z)=\cosh\kappa(d-z)-\frac{ik}{\kappa}\sinh\kappa(d-z).
\]

At \(z=0\) it joins an incident wave \(Ae^{ikz}\) and a reflected wave \(Re^{-ikz}\). From \(\psi(0)=A+R\) and \(\psi'(0)=ik(A-R)\),

\[
A=\frac12\Big[\psi(0)+\frac{\psi'(0)}{ik}\Big]
=\cosh\kappa d+\frac i2\Big(\frac\kappa k-\frac k\kappa\Big)\sinh\kappa d .
\]

Both conductors have the same \(k\), so the transmission is \(T=1/|A|^2\). Using \(\cosh^2=1+\sinh^2\) and \(\tfrac14(\kappa/k-k/\kappa)^2+1=\tfrac14(\kappa/k+k/\kappa)^2\),

\[
T=\frac{1}{1+M\sinh^2\kappa d},\qquad
M=\frac14\Big(\frac\kappa k+\frac k\kappa\Big)^2 .
\]

At \(q=0\), \(M=1.333\) and \(T=0.1323\). At K, \(M=1.128\) and \(T=0.0230\). Their ratio is 0.174, compared with 0.142 from the exponentials alone.

The difference has two sources. For a thick barrier \(\sinh^2\kappa d\to e^{2\kappa d}/4\), and the ratio tends to \((1.333/1.128)P=0.168\), so matching accounts for most of the change. The rest comes from the finite thickness. These figures belong to \(D=12\) eV, and the ratio depends strongly on that choice: it is 0.067 for \(D=8\) eV and 0.214 for \(D=15\) eV. Below 6.69 eV such a conductor has no propagating wave at K. The exponent itself was tested by integrating the Schrödinger equation for gaps of 4 and 5 Å: the logarithm of the ratio of the two transmissions agrees with \(2\kappa\times1\) Å to within 1% for both values of \(q\).

## Relation to a real contact

The parameters are illustrative inputs for a van der Waals metal contact to monolayer MoS2, whose conduction-band minimum is at K. The 1.5 Å gap stands for an effective barrier width, not for the distance between atomic planes. The flat 4 eV barrier is a strained assumption there. An electron in a narrow gap is attracted by its image charges. Midway between two perfect metal planes the images lie at distances \(nd\) on both sides with alternating signs, and with the factor one half for an induced charge the energy is

\[
W=\frac{e^2}{4\pi\varepsilon_0d}\sum_{n=1}^{\infty}\frac{(-1)^n}{n}
=-\frac{e^2\ln2}{4\pi\varepsilon_0d}=-6.65\ \text{eV}.
\]

This classical estimate puts the top of the barrier 2.65 eV below the electron's energy. MoS2 is not a perfect metal, so the true lowering should be smaller, but the flat barrier clearly cannot give a quantitative transmission for this gap. Even with the full lowering the corner component remains evanescent at midgap, with a local decay constant \(\sqrt{1.7571-2.65/3.8100}=1.03\) Å\(^{-1}\), while the \(q=0\) component no longer decays there. In this estimate the corner component is evanescent only over about the middle 0.8 Å of the gap, because the image attraction grows towards the planes. The value 1.68 per Å describes the tail in open vacuum far from the layer, where the potential is flat. Closer in, the electron is attracted by its image in the layer itself, and the local decay is slower. For a classical dielectric slab 6 Å thick with a permittivity between 6 and 15, the local decay constant at K is about 1.56 to 1.59 per Å at 2 Å from the slab surface and 1.65 to 1.66 per Å at 8 Å.

Doping, temperature and a small voltage have smaller effects for these numbers. With \(10^{13}\) electrons per cm\(^2\) in two valleys and two spins, filled at zero temperature, states extend to \(k_F=\sqrt{\pi n}=0.056\) Å\(^{-1}\) from K. The wavevectors of the three shortest waves at K lie \(120^\circ\) apart, so a small step away from K always shortens at least one of them, and the shortest governs the tail far from the layer. There \(\kappa\) lies between 1.631 Å\(^{-1}\) and its value at K, 1.675 Å\(^{-1}\). Across only 1.5 Å no single wave dominates. If the three have equal weight at the surface, their changes nearly cancel, and the summed exponential factor rises by only about 0.25%. The upper value 1.720 Å\(^{-1}\) in the numerical output belongs to a single wave of length \(|\mathbf K|+k_F\), whose two partners decay more slowly. At 300 K, with a rough mass of \(0.5m\), the wavevector measured from K at which the kinetic energy equals \(k_BT\) is 0.058 Å\(^{-1}\), similar to \(k_F\). A drop of 0.1 V across the gap shifts the mean barrier by 0.05 eV and \(\kappa_K\) by 0.004 Å\(^{-1}\), down or up according to its polarity.

Conservation of parallel momentum is the other essential condition. Defects, phonons or edges can mix a \(q=0\) part into the tail. If that part has a fraction \(s\) of the corner component's density at the layer surface, the two are equal across the gap when \(s\,e^{-2\kappa_0d}=e^{-2\kappa_Kd}\), that is, when \(s=P=0.142\). Above that fraction the scattered part dominates, and smaller fractions already weaken the penalty of the zone corner.

The factor of seven is accordingly not a ratio of measured contact resistances. A contact resistance also contains the Schottky barrier, the metal states available at the required parallel momentum, and the spreading of current beneath the metal. The numerical output lists the values used here.

## Calculated quantities

```
hbar^2/(2m) = 3.8100 eV A^2
barrier phi = 4.0 eV
lattice constant a (rough input) = 3.16 A
tunnel gap (rough input) = 1.5 A
2 m phi/hbar^2 = 1.0499 A^-2
|K| = 1.3256 A^-1
|K|^2 = 1.7571 A^-2
number of shortest K+G = 3
next length / |K| = 2.000
kappa at q=0 = 1.0246 A^-1 = 10.25 nm^-1
kappa at K = 1.6754 A^-1 = 16.75 nm^-1
ratio of decay constants = 1.635
parallel kinetic energy at K = 6.69 eV
perpendicular barrier at K = 10.69 eV
a range rounding to 1.68: 3.1314 to 3.1612 A
layer model, zone centre: 1.0247 A^-1
layer model, four corner states (A^-1):
  1.6754 1.6754 1.6754 1.6754
shortest nonzero |G| = 2.2959 A^-1
centre state without q=0, model: 2.514 A^-1
centre state without q=0, formula: 2.514 A^-1
exponential penalty at gap = 0.142
inverse penalty = 7.05
electrode depth = 12.0 eV
full transmission, q=0 = 0.1323
full transmission, K = 0.0230
full transmission ratio K/(q=0) = 0.174
flat barrier (eV), kappa q=0, kappa K (A^-1), penalty:
  4.0  1.025  1.675  0.142
  2.0  0.725  1.511  0.095
  1.0  0.512  1.421  0.065
midgap image energy, two metals = -6.65 eV
midgap barrier after image = -2.65 eV
local kappa at K, midgap, image = 1.030 A^-1
doping = 1e+13 cm^-2
Fermi wavevector from K = 0.0560 A^-1
kappa range at K -/+ kF = 1.631 to 1.720 A^-1
temperature = 300 K, mass = 0.5 m
thermal wavevector = 0.0582 A^-1
voltage across gap = 0.1 V
kappa drop at K from voltage = 0.0039 A^-1
```
